\section*{Median switching field of a linearly lowered barrier under a field ramp}

\section{The decision: how to carry a coercive field to another speed}

A circuit simulation of a memory capacitor needs the coercive field at the speed of the write pulse, but the value at hand was measured in a slower loop. One must decide whether to leave it alone, scale it with the ramp rate, or add a term in the logarithm of the ramp rate. For a thousandfold change of speed the first two choices differ by a factor of a thousand. I start from a region that waits in a constant field and add one ingredient at a time.

Throughout, a region is poled against the field and switches once. The temperature $T$ is constant, $k$ is Boltzmann's constant, and $E\ge0$ is the field component that favours the new polarization. Fields are in MV/cm, energies in eV and times in s.

\section{Constant field, then constant rate}

Let $S(t)$ be the probability that the region has not yet switched. If the switching rate is $r$ and there is no return, the loss in a time $dt$ is $rS\,dt$, so
\begin{equation}
\frac{dS}{dt}=-rS,\qquad S(0)=1. \label{survival}
\end{equation}
At constant rate $r_0$ this gives $S=e^{-r_0t}$. The median waiting time follows from $S=1/2$:
\begin{equation}
t_0=\frac{\ln2}{r_0}. \label{life}
\end{equation}

Now ramp the field as $E=Rt$ with constant $R>0$, but pretend that the rate ignores the field. The median time is still $t_0$, and the field reached by then is
\begin{equation}
E_{\rm med}=Rt_0=\frac{R\ln2}{r_0}. \label{linear}
\end{equation}
This is proportional to $R$: the field acts merely as a clock. Any more general result without return jumps must reduce to (\ref{linear}) when the ramp is so slow that switching happens before the field has altered the barrier.

For a rate that depends on field, replace $dt$ by $dE/R$ in (\ref{survival}), divide by $S$ and integrate from zero field:
\begin{equation}
S(E)=e^{-H(E)},\qquad H(E)=\frac1R\int_0^E r(E')\,dE'. \label{hazard}
\end{equation}
The median is the field at which $H=\ln2$. Irreversibility enters here: with return jumps, (\ref{survival}) would have a gain term.

\section{The linear barrier}

A volume $V$ with polarization $P$ antiparallel to the field has field energy $+PVE$. After reversal it has $-PVE$. The change is $-2PVE$, so if the critical nucleus has a fixed volume,
\begin{equation}
U(E)=U_0-pE,\qquad p=2PV,\qquad 0\le E\le E_b=\frac{U_0}{p}. \label{barrier}
\end{equation}
The barrier vanishes at $E_b$. I assume an Arrhenius rate with constant attempt rate $\nu_0$:
\begin{equation}
r(E)=\nu_0e^{-U(E)/kT}=r_0e^{E/E_T},\quad
r_0=\nu_0e^{-U_0/kT},\quad E_T=\frac{kT}{p}. \label{rate}
\end{equation}
The thermal field $E_T$ is the field increase that multiplies the rate by $e$. Inserting (\ref{rate}) into (\ref{hazard}),
\begin{equation}
H(E)=\frac{r_0}{R}\int_0^E e^{E'/E_T}dE'
=\frac{r_0E_T}{R}\left(e^{E/E_T}-1\right). \label{H}
\end{equation}
The $-1$ is the lower limit of the integral, so it records that the ramp began at zero. Set $H=\ln2$, multiply by $R/(r_0E_T)$ and add one:
\begin{equation}
e^{E_{\rm med}/E_T}=1+\frac{R\ln2}{r_0E_T}.
\end{equation}
Taking the logarithm gives
\begin{equation}
\boxed{E_{\rm med}=E_T\ln\left(1+\frac{R}{R_x}\right),\qquad
R_x=\frac{r_0E_T}{\ln2}=\frac{E_T}{t_0}.} \label{main}
\end{equation}
The crossover rate $R_x$ raises the field by one thermal field during one zero-field median life. Equation (\ref{main}) is exact for this model as long as $E_{\rm med}\le E_b$.

For many identical, independent regions, $S$ is also the unswitched fraction. Their mean polarization is $-PS+P(1-S)=P(1-2S)$, which is zero at $S=1/2$. Thus $E_{\rm med}$ is the coercive field of the switching polarization, without the dielectric response, as long as returns are rare. The forward and reverse barriers are equal at zero field. If the reverse barrier is $U_0+pE$, which by detailed balance describes a region of volume only $2V$, this requires $R\gg R_x$. In a region much larger than the nucleus, returns die out at far smaller fields.

\section{Test on the two limits}

For $R\ll R_x$, use $\ln(1+x)\approx x$ with $x=R/R_x$:
\begin{equation}
E_{\rm med}\approx E_T\frac{R}{R_x}=\frac{R\ln2}{r_0}.
\end{equation}
This is (\ref{linear}), as required of a model without returns. It describes the median field of first switching, which need not be the measured coercive field: with returns over the reverse barrier $U_0+pE$, the mean polarization at $R=0.01R_x$ would cross zero at $0.028E_T$ instead of $0.010E_T$. For a region of volume $400V$, with the return rate fixed by detailed balance, the crossing is at $0.0104E_T$.

For $R\gg R_x$, drop the one. Since $\ln r_0=\ln\nu_0-U_0/kT$ and $E_TU_0/kT=E_b$,
\begin{align}
E_{\rm med}&\approx E_T\ln\frac{R\ln2}{r_0E_T}\nonumber\\
&=E_b-E_T\ln\frac{\nu_0E_T}{R\ln2}. \label{log}
\end{align}
The exact median minus this approximation is
\begin{equation}
E_T\ln(1+x)-E_T\ln x=E_T\ln\left(1+\frac1x\right),
\end{equation}
which is positive and smaller than $E_T/x$, because $\ln(1+y)<y$ for $y>0$. At $x=10$ the exact median is $2.398E_T$ and the logarithmic law gives $2.303E_T$. At $x=0.1$ the exact value is $0.095E_T$, while the logarithm gives the impossible negative value $-2.303E_T$.

The slope covers both regimes:
\begin{equation}
\frac{dE_{\rm med}}{d\ln R}=R\frac{dE_{\rm med}}{dR}
=E_T\frac{R}{R+R_x}. \label{slope}
\end{equation}
It rises to $E_T$, or $E_T\ln10$ per decade. In the logarithmic regime a measured slope therefore gives $p=kT/(\text{slope per unit }\ln R)$, without knowledge of $\nu_0$.

The logarithm arises because switching is decided late. From (\ref{H}), when both exponentials are large,
\begin{equation}
\frac{H(E-nE_T)}{H(E)}\approx e^{-n}. \label{late}
\end{equation}
All but about 5\% of the accumulated hazard comes from the last three thermal fields. A faster ramp spends less time there, and the barrier must fall by $kT\ln(R_2/R_1)$ to compensate for a change from $R_1$ to $R_2$.

\section{Where the logarithm ends}

``High ramp rate'' cannot mean unlimited $R$. The condition $E_{\rm med}\le E_b$ in (\ref{main}) reads $1+R/R_x\le e^{U_0/kT}$. With $r_0e^{U_0/kT}=\nu_0$ it becomes
\begin{equation}
R\le R_{\max}=\frac{\nu_0E_T}{\ln2}\left(1-e^{-U_0/kT}\right). \label{Rmax}
\end{equation}
The logarithmic law thus belongs to the window $R_x\ll R\le R_{\max}$. The physical limit is stricter. In this window (\ref{log}) gives the barrier left at the median,
\begin{equation}
U(E_{\rm med})=p(E_b-E_{\rm med})\approx kT\ln\frac{\nu_0E_T}{R\ln2}, \label{residual}
\end{equation}
and an Arrhenius rate with constant prefactor needs this to be several $kT$.

To see what could replace the logarithm, suppose that the rate stays at $\nu_0$ above $E_b$. This is an added assumption. For $E>E_b$,
\begin{equation}
H(E)=\frac{\nu_0E_T}{R}\left(1-e^{-U_0/kT}\right)+\frac{\nu_0}{R}(E-E_b).
\end{equation}
The first term is $R_{\max}\ln2/R$. Setting $H=\ln2$ and solving for the field,
\begin{equation}
E_{\rm med}=E_b+\frac{(R-R_{\max})\ln2}{\nu_0},\qquad R\ge R_{\max}. \label{sat}
\end{equation}
The median is again linear in $R$, for the same reason as in (\ref{linear}): the rate no longer responds to field.

\section{From the median to the whole distribution}

A fraction $q$ has switched when $S=1-q$, or $H=-\ln(1-q)$. Solving (\ref{H}) as before,
\begin{equation}
E_q=E_T\ln\left[1+\frac{R}{r_0E_T}\ln\frac1{1-q}\right]. \label{quantile}
\end{equation}
For $R\gg R_x$ the one can be dropped at both $q=0.1$ and $q=0.9$, provided the bracket is large at the lower one. The ramp rate then cancels from the difference:
\begin{equation}
E_{0.9}-E_{0.1}\approx E_T\ln\frac{\ln10}{\ln(10/9)}=3.084\,E_T. \label{width}
\end{equation}
This holds while $E_{0.9}\le E_b$, that is, for $R\le R_{\max}\ln2/\ln10\approx0.30R_{\max}$. Within that range a faster ramp shifts the distribution without broadening it.

The median is not the most probable field. The density is $f=-dS/dE=(r/R)e^{-H}$, and
\begin{equation}
\frac{d\ln f}{dE}=\frac1{E_T}-\frac{r(E)}R .
\end{equation}
This vanishes at $r=R/E_T$, so the peak lies at $E_T\ln[R/(r_0E_T)]$ if $r_0E_T<R<\nu_0E_T$. For $R_x\ll R<\nu_0E_T$ it exceeds the median by $-E_T\ln(\ln2)=0.37E_T$. An extrapolation should not mix the two definitions.

\section{Numbers for a 10 nm film}

Take rough typical values for a hafnium zirconium oxide capacitor: $T=300$ K, $P=20\ \mu$C/cm$^2$, $V=2.5$ nm$^3$, $U_0=1.2$ eV and $\nu_0=10^{12}$ s$^{-1}$. The volume and barrier are effective parameters of the model. In SI units,
\begin{equation}
2PV=2(0.20)(2.5\times10^{-27})=1.0\times10^{-27}\ {\rm C\,m}.
\end{equation}
Multiplying by $10^8$ V/m, which is 1 MV/cm, gives $10^{-19}$ J, so $p=0.624$ eV per MV/cm. With $kT=0.02585$ eV,
\begin{equation}
E_T=\frac{0.02585}{0.6242}=0.0414,\qquad
E_b=\frac{1.2}{0.6242}=1.923\ {\rm MV/cm}.
\end{equation}
The zero-field rate is $r_0=6.93\times10^{-9}$ s$^{-1}$, which means a median life of $1.0\times10^8$ s, or 3.2 years. The window runs from $R_x=4.1\times10^{-10}$ to $R_{\max}=6.0\times10^{10}$ MV/cm/s. Demanding a residual barrier of at least $5kT$ lowers the upper end to $4.0\times10^8$ MV/cm/s.

A triangular drive of amplitude $A=3$ MV/cm and frequency $f_d$ climbs from zero to $A$ in a quarter period, so $R=4Af_d$. At 1 kHz, $R=1.2\times10^4$ MV/cm/s and
\begin{align}
E_{\rm med}&=1.9226-0.04142\ln\frac{10^{12}(0.04142)}{1.2\times10^4(0.6931)}\nonumber\\
&=1.9226-0.04142(15.42)=1.284\ {\rm MV/cm}.
\end{align}
Across 10 nm this is 1.28 V. The other speeds, with amplitude held fixed, are:
\begin{center}
\begin{tabular}{lll}
drive & $E_{\rm med}$ (MV/cm) & residual barrier\\
1 Hz & 0.998 & $22.3\,kT$\\
1 kHz & 1.284 & $15.4\,kT$\\
1 MHz & 1.570 & $8.5\,kT$
\end{tabular}
\end{center}
The slope is $0.0954$ MV/cm per decade, and three decades add $0.286$ MV/cm. This answers the opening question for the model when both drives are linear ramps: a value measured at 1 kHz should be raised by about 22\% for a 1 MHz triangular drive. A square pulse of length $t_p$ is a different case. Setting $r(E)t_p=\ln2$ gives $E=E_b-E_T\ln(\nu_0t_p/\ln2)$, which is 1.393 MV/cm for $t_p=250$ ns, the rise time of the 1 MHz drive, and only 8\% above the 1 kHz value. Leaving it alone would underestimate the field, and scaling it with $R$ would multiply it by a thousand.

Direct quadrature of (\ref{hazard}) with root finding, at ten ramp rates from $10^{-3}R_x$ to $0.999R_{\max}$, agrees with (\ref{main}) to a relative difference below $10^{-11}$. A simulation of 20\,000 random switching events at the 1 kHz ramp, in field steps of $0.01E_T$, gives a median of 1.283 MV/cm and a 10--90\% width of 0.127 MV/cm. The formulas give 1.284 and 0.128. These comparisons test the mathematics, not the choice of barrier. Further values are in the numerical output.

\section{Generalization: a curved barrier}

The straight line (\ref{barrier}) is the strongest assumption. Suppose a nucleus of size $s$ has zero-field energy $W(s)$ and volume $V(s)$. Its energy is $F=W(s)-2PEV(s)$, and the critical size $s_*$ satisfies $\partial F/\partial s=0$. The barrier is $U(E)=F(s_*(E),E)$, so the change of $s_*$ with field drops out of the first derivative:
\begin{equation}
\frac{dU}{dE}=\frac{\partial F}{\partial E}\bigg|_{s_*}=-2PV(s_*).
\end{equation}
The slope still measures a critical volume, but one that may vary with field.

By (\ref{late}), the median depends mainly on the barrier just below it. This suggests replacing a smooth barrier by its tangent at a field $E_0$ near the median:
\begin{equation}
p'=-U'(E_0),\qquad U_0'=U(E_0)+p'E_0,
\end{equation}
and using $p'$ and $U_0'$ in (\ref{main}). I test this on $U=U_0(1-E/E_b)^{3/2}$ at 1 kHz, with $U_0$, $E_b$ and $\nu_0$ held fixed. Quadrature gives a median of 1.003 MV/cm, and the tangent at that field gives 1.002 MV/cm. The tangent result is slightly low because this barrier is convex: its tangent lies below it and overestimates the rate.

The same convexity puts the curved barrier below the straight line joining its end points. Its median is therefore lower than that of the linear model, by 0.281 MV/cm. Its local thermal field, $E_T'=kT/p'=0.0399$ MV/cm, is nevertheless close to the linear model's 0.0414. A nearly equal slope thus does not prove that the barrier is linear all the way. Extrapolating the tangent to zero barrier gives
\begin{equation}
1.002+0.0399\ln\frac{10^{12}(0.0399)}{1.2\times10^4(0.693)}
\approx1.62\ {\rm MV/cm},
\end{equation}
whereas the barrier really vanishes at 1.92 MV/cm. Carrying a coercive field across a few decades is safer than extracting $E_b$ or $U_0$ from the same line, but it too has an error. From 1 kHz to 1 MHz the tangent predicts 1.278 MV/cm for this barrier, whose true median is 1.296 MV/cm. For a more strongly curved barrier, proportional to $1/E$ and with a similar median at 1 kHz, the tangent misses more than a quarter of the rise. The size of the correction itself depends on the barrier shape: from 1 kHz to 1 MHz the median rises by 29\% for the 3/2-power barrier and by about 60\% for the $1/E$ barrier, against 22\% for the linear one.

\section{Other conditions, sized at 1 kHz}

\textit{Temperature.} Both $E_T$ and the logarithm in (\ref{log}) grow with $T$. At 85$^\circ$C, with $U_0$, $p$ and $\nu_0$ fixed, the median falls by 0.133 to 1.151 MV/cm.

\textit{Imperfect screening.} Let a gap of thickness $g$ and the same permittivity $\epsilon$ lie in series with a film of thickness $d$. At short circuit, measuring fields along $P$, $E_fd+E_gg=0$ and $\epsilon E_f+P=\epsilon E_g$. Eliminating $E_g=-E_fd/g$ gives
\begin{equation}
E_f=-\frac{Pg}{\epsilon(d+g)}.
\end{equation}
This field opposes the old polarization and so assists switching. Call its magnitude $b$, and take it as constant until the region itself switches, which assumes that switching neighbours do not alter it. If $E$ now denotes the externally applied part of the film field, the local field starts at $b$, and (\ref{H}) becomes
\begin{equation}
H=\frac{r_0E_T}{R}e^{b/E_T}\left(e^{E/E_T}-1\right).
\end{equation}
Hence $R_x$ is multiplied by $e^{b/E_T}$, and in the logarithmic window the median falls by $b$. For $g=0.1$ nm and relative permittivity 30, $b=0.0745$ MV/cm. The zero-field life is also multiplied by $e^{-b/E_T}=0.165$. The assumption of constant $b$ matters: if the field instead follows the mean polarization of the film, it fades as regions switch, and the 1 kHz median falls by only 0.028 MV/cm.

\textit{Unequal regions.} A barrier change $\delta U_0$ at fixed $p$ moves a region's median by $\delta U_0/p$. A Gaussian spread of 5\% in $U_0$ barely moves the ensemble median, to 1.277 MV/cm, but widens the 10--90\% interval from 0.128 to 0.280 MV/cm. The width of a film's switching curve then no longer measures $E_T$.

\textit{Growth after nucleation.} A wall crossing a 10 nm grain at an assumed 1 m/s needs $\tau=10$ ns, during which the field rises by $R\tau$. This is $1.2\times10^{-4}$ MV/cm at 1 kHz but 0.12 MV/cm at 1 MHz. If each region's polarization reverses linearly during $\tau$, the coercive field at 1 MHz rises by about 0.056 MV/cm. That is a fifth of the 0.286 MV/cm predicted between 1 kHz and 1 MHz, so the simple extrapolation would need a growth correction.

\textit{Return jumps.} Let the reverse barrier be $U_0+pE$. The expected number of returns is largest if the region is in the new state from $E=0$ onward. Over an unlimited ramp it is therefore at most
\begin{equation}
\frac{r_0}{R}\int_0^\infty e^{-E/E_T}dE=\frac{r_0E_T}{R}=2.4\times10^{-14}.
\end{equation}
Irreversibility is therefore an excellent approximation here. The same integral bounds premature switching while a preceding pulse of the old polarity falls to zero, which justifies starting the calculation at $E=0$.

\textit{Tunnelling.} With the barrier frequency taken equal to $\nu_0$, the leading Wigner factor $1+(h\nu_0/kT)^2/24$, where $h$ is Planck's constant, lowers the median by about $4\times10^{-5}$ MV/cm. This is negligible beside the median of 1.28 MV/cm.

\section{Beside a real capacitor}

Hafnium zirconium oxide films have coercive fields of roughly 1 to 2 MV/cm in ordinary laboratory loops. The model's 1.28 MV/cm lies in that range, but its effective volume and barrier were chosen with this regime in mind, so this is no prediction. Its zero-field life extends the straight barrier all the way down to zero field and is no estimate for a real film. Taken at face value it is poor for a nonvolatile memory: 3.2 years at 300 K is short of a ten-year target, and at 85$^\circ$C the barrier is only $46.42(300/358.15)=38.9\,kT$, which gives $t_0=(\ln2/\nu_0)e^{38.9}$, or about 15 hours. These are median times to a first switch; with returns equally likely at zero field, the mean polarization halves in half of each time. Real films are polycrystalline, with unequal and interacting regions; the 5\% spread alone more than doubles the switching width. Among the sized changes, barrier curvature moves the 1 kHz median most, by $-0.28$ MV/cm. The 3 MV/cm peak is also about three quarters of a rough breakdown field of 4 MV/cm, so leakage and wear cannot be dismissed. For design, the logarithmic correction is usable when both drives are linear ramps, the two speeds share one switching mechanism, the barrier is nearly straight between the two coercive fields, the residual barrier stays several $kT$, and $R\tau$ is small compared with the shift being predicted.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
temperature 300 K, kT = 0.02585 eV
polarization 20 uC/cm2
nucleus volume 2.5 nm3
zero-field barrier U0 1.20 eV = 46.42 kT
attempt rate nu0 1.0e+12 1/s
drive amplitude 3.0 MV/cm
DERIVED
p = 0.6242 eV per MV/cm
E_T = 0.04142 MV/cm
E_b = 1.9226 MV/cm
r0 = 6.932e-09 1/s
zero-field median life 9.999e+07 s = 3.17 years
R_x = 4.143e-10 MV/cm/s
R_max = 5.976e+10 MV/cm/s
ramp for residual barrier 5 kT: 4.026e+08 MV/cm/s
slope per decade 0.0954 MV/cm
MEDIANS: drive, ramp, quadrature, formula, residual barrier
1 Hz: 1.20e+01 MV/cm/s, 0.9978, 0.9978 MV/cm, 22.33 kT
1 kHz: 1.20e+04 MV/cm/s, 1.2839, 1.2839 MV/cm, 15.42 kT
1 MHz: 1.20e+07 MV/cm/s, 1.5700, 1.5700 MV/cm, 8.51 kT
1 kHz median voltage 1.284 V
1 kHz log-law error bound 1.4e-15 MV/cm
CROSSOVER: R/R_x, exact median/E_T, log law/E_T
0.1: 0.0953, -2.3026
1.0: 0.6931, 0.0000
10.0: 2.3979, 2.3026
100.0: 4.6151, 4.6052
largest relative formula error 4.6e-12
DISTRIBUTION at 1 kHz
most probable field 1.2991 MV/cm
10-90% width 0.1278 MV/cm = 3.084 E_T
simulated median 1.2834, width 0.1272 MV/cm (20000 events)
saturated-rate median at 3 R_max 2.0055 MV/cm
NEGLECTED EFFECTS at 1 kHz
3/2-power barrier: median 1.0027 MV/cm, shift -0.2812
its tangent-line formula 1.0019 MV/cm, local E_T 0.03992
at 358.15 K: median 1.1513 MV/cm, shift -0.1326
film 10 nm, permittivity 30, screening gap 0.1 nm
depolarizing field 0.0745 MV/cm, median shift -0.0745
life factor from that field 0.165
barrier spread 5%: median 1.2772, 10-90% width 0.2798 MV/cm
growth over 10 nm at 1 m/s: 10 ns
growth lag: 1 kHz 1.2e-04, 1 MHz 0.120 MV/cm
tunnelling shift -4.4e-05 MV/cm, crossover 7.6 K
expected back-switches, whole ramp 2.4e-14
rough breakdown 4.0 MV/cm; median/breakdown 0.321, peak/breakdown 0.75
\end{verbatim}
